# Transposition matrices and Kotani, Rumer and Serber spin bases: a numerical check

```python
"""
Spin functions of six electrons: Kotani, Rumer and Serber bases.

Result under test: the matrices of all transpositions in the Kotani basis,
and the transformations between the three bases, follow from branching paths.
A path is a tuple of steps +1 (U) and -1 (D) in twice the partial spin.
For an exchange of neighbours k,k+1 with spin s before them and d = 2s+1:
  UU and DD give 1; (UD,DU) gives [[-1/d,r],[r,1/d]], r = sqrt(d*d-1)/d.
rumer[q,p]: component of Rumer function p on Kotani function q.
serber[q,p]: component of Serber function p on Kotani function q.
The independent side uses Pauli matrices and explicit 64-component vectors.
Places are numbered 1 to 6; all states have M = S.
The example is the ring H = J sum s_i.s_(i+1), with energies in units of J.
"""
import itertools
from math import comb, sqrt
import numpy as np

N = 6
DIM = 2**N
TOL = 1e-10


def branching_paths(two_s):
    found = []
    for steps in itertools.product((-1, 1), repeat=N):
        heights = np.cumsum(steps)
        if heights.min() >= 0 and heights[-1] == two_s:
            found.append(steps)
    return found


def adjacent_matrix(paths, k):
    index = {p: n for n, p in enumerate(paths)}
    matrix = np.zeros((len(paths), len(paths)))
    for p, n in index.items():
        first, second = p[k - 1], p[k]
        d = sum(p[:k - 1]) + 1
        if first == second:
            matrix[n, n] = 1.0
        else:
            matrix[n, n] = -first / d
            partner = p[:k - 1] + (second, first) + p[k + 1:]
            if partner in index:
                matrix[index[partner], n] = sqrt(d * d - 1) / d
    return matrix


def permutation_matrix(word, adjacent):
    """Matrix moving the spin at place i to place word[i-1]."""
    word = list(word)
    result = np.eye(len(adjacent[1]))
    for _ in range(N):
        for k in range(1, N):
            if word[k - 1] > word[k]:
                word[k - 1], word[k] = word[k], word[k - 1]
                result = adjacent[k] @ result
    return result


def diagram(path):
    """Noncrossing pairs and unpaired places belonging to a path."""
    opened, pairs = [], []
    for place, step in enumerate(path, 1):
        if step == 1:
            opened.append(place)
        else:
            pairs.append((opened.pop(), place))
    return sorted(pairs), opened


def rumer_matrix(paths, adjacent):
    n_pairs = sum(step == -1 for step in paths[0])
    start = (1, -1) * n_pairs + (1,) * (N - 2 * n_pairs)
    unit = np.eye(len(paths))[:, paths.index(start)]
    columns = []
    for p in paths:
        pairs, unpaired = diagram(p)
        word = [place for pair in pairs for place in pair] + unpaired
        columns.append(permutation_matrix(word, adjacent) @ unit)
    return np.array(columns).T


def serber_matrix(paths):
    matrix = np.zeros((len(paths), len(paths)))
    for row, q in enumerate(paths):
        for col, p in enumerate(paths):
            value = 1.0
            for k in range(0, N, 2):
                a, b = q[k:k + 2], p[k:k + 2]
                if sum(a) != sum(b):
                    value = 0.0
                    break
                if sum(a) == 0:
                    d = sum(p[:k]) + 1
                    if a == b:
                        value *= sqrt((d + 1) / (2 * d))
                    else:
                        sign = 1 if a == (1, -1) else -1
                        value *= sign * sqrt((d - 1) / (2 * d))
            matrix[row, col] = value
    return matrix


# Explicit spin space: component 0 is alpha, component 1 is beta.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
site_spin = [[np.kron(np.kron(np.eye(2**i), m / 2), np.eye(2**(N - 1 - i)))
              for m in pauli] for i in range(N)]
total_sz = sum(site_spin[i][2] for i in range(N)).real


def spin_squared(places):
    parts = [sum(site_spin[i - 1][c] for i in places) for c in range(3)]
    return sum(part @ part for part in parts).real


cumulative_sq = {k: spin_squared(range(1, k + 1)) for k in range(1, N + 1)}
pair_sq = {k: spin_squared((k, k + 1)) for k in (1, 3, 5)}


def joint_state(conditions, reference):
    """Unique joint eigenvector with positive overlap with the reference."""
    penalty = np.zeros((DIM, DIM))
    for operator, value in conditions:
        shifted = operator - value * np.eye(DIM)
        penalty += shifted @ shifted
    values, vectors = np.linalg.eigh(penalty)
    assert abs(values[0]) < TOL and values[1] > 0.1
    overlap = reference @ vectors[:, 0]
    assert abs(overlap) > 1e-3
    return vectors[:, 0] * np.sign(overlap)


def product_state(factors):
    state = np.ones(1)
    for factor in factors:
        state = np.kron(state, factor)
    return state


def casimir(two_s):
    return two_s * (two_s + 2) / 4


def explicit_kotani(p):
    conditions = [(total_sz, sum(p) / 2)]
    conditions += [(cumulative_sq[k], casimir(sum(p[:k])))
                   for k in range(1, N + 1)]
    reference = product_state([np.eye(2)[0 if x == 1 else 1] for x in p])
    return joint_state(conditions, reference)


def explicit_serber(p):
    conditions, factors = [(total_sz, sum(p) / 2)], []
    for k in range(0, N, 2):
        step = p[k:k + 2]
        singlet = step == (1, -1)
        conditions.append((pair_sq[k + 1], 0 if singlet else 2))
        conditions.append((cumulative_sq[k + 2], casimir(sum(p[:k + 2]))))
        if step == (1, 1):
            factors.append(np.array([1.0, 0, 0, 0]))
        elif step == (-1, -1):
            factors.append(np.array([0, 0, 0, 1.0]))
        else:
            factors.append(np.array([0, 1, -1 if singlet else 1, 0])
                           / sqrt(2))
    return joint_state(conditions, product_state(factors))


def explicit_rumer(p):
    pairs, unpaired = diagram(p)
    state = np.zeros(DIM)
    for n, bits in enumerate(itertools.product((0, 1), repeat=N)):
        if any(bits[u - 1] for u in unpaired):
            continue
        amplitude = 1.0
        for i, j in pairs:
            amplitude *= (bits[j - 1] - bits[i - 1]) / sqrt(2)
        state[n] = amplitude
    return state


def exchange(vectors, i, j):
    tensor = vectors.reshape((2,) * N + (-1,))
    return np.swapaxes(tensor, i - 1, j - 1).reshape(DIM, -1)


bonds = [(k, k + 1) for k in range(1, N)] + [(1, N)]
all_pairs = list(itertools.combinations(range(1, N + 1), 2))
saved, ring_levels, lowest = {}, [], []
error_exchange = error_rumer = error_serber = 0.0

for two_s in (0, 2, 4, 6):
    paths = branching_paths(two_s)
    size = len(paths)
    n_down = (N - two_s) // 2
    count = comb(N, n_down) - (comb(N, n_down - 1) if n_down else 0)
    assert size == count
    adjacent = {k: adjacent_matrix(paths, k) for k in range(1, N)}
    swap = {}
    for i, j in all_pairs:
        word = list(range(1, N + 1))
        word[i - 1], word[j - 1] = j, i
        swap[i, j] = permutation_matrix(word, adjacent)
    rumer = rumer_matrix(paths, adjacent)
    serber = serber_matrix(paths)

    kotani_vec = np.array([explicit_kotani(p) for p in paths]).T
    serber_vec = np.array([explicit_serber(p) for p in paths]).T
    rumer_vec = np.array([explicit_rumer(p) for p in paths]).T
    for i, j in all_pairs:
        direct = kotani_vec.T @ exchange(kotani_vec, i, j)
        error_exchange = max(error_exchange,
                             np.abs(direct - swap[i, j]).max())
    error_rumer = max(error_rumer,
                      np.abs(kotani_vec @ rumer - rumer_vec).max())
    error_serber = max(error_serber,
                       np.abs(kotani_vec @ serber - serber_vec).max())
    assert np.allclose(serber_vec.T @ rumer_vec, serber.T @ rumer, atol=TOL)

    # Dirac's sum of exchanges.
    expected = casimir(two_s) + N * (N - 4) / 4
    assert np.allclose(sum(swap.values()), expected * np.eye(size), atol=TOL)

    # Triangularity and the diagonal of the Rumer transformation.
    for col, p in enumerate(paths):
        for row, q in enumerate(paths):
            if np.any(np.cumsum(q) > np.cumsum(p)):
                overlap = kotani_vec[:, row] @ rumer_vec[:, col]
                assert abs(overlap) < TOL
        diagonal = 1.0
        for k, step in enumerate(p):
            if step == -1:
                m = sum(p[:k])
                diagonal *= sqrt((m + 1) / (2 * m))
        assert abs(kotani_vec[:, col] @ rumer_vec[:, col] - diagonal) < TOL

    # Serber functions diagonalize the exchanges inside the pairs.
    for k in (1, 3, 5):
        signs = [-1 if p[k - 1:k + 1] == (1, -1) else 1 for p in paths]
        transformed = serber.T @ swap[k, k + 1] @ serber
        assert np.allclose(transformed, np.diag(signs), atol=TOL)

    ring = sum(swap[b] / 2 - np.eye(size) / 4 for b in bonds)
    levels = np.linalg.eigvalsh(ring)
    lowest.append(levels[0])
    ring_levels.extend(np.repeat(levels, two_s + 1))
    saved[two_s] = (paths, adjacent, swap, rumer, serber, ring, rumer_vec)

assert max(error_exchange, error_rumer, error_serber) < TOL

# Ring spectrum from the definition in the whole product space.
full_ring = sum(site_spin[i - 1][c] @ site_spin[j - 1][c]
                for i, j in bonds for c in range(3))
full_levels = np.linalg.eigvalsh(full_ring)
assert np.allclose(np.sort(ring_levels), full_levels, atol=TOL)

paths, adjacent, swap, rumer, serber, ring, rumer_vec = saved[0]
diagrams = [diagram(p)[0] for p in paths]
mates = []
for pairs in diagrams:
    mate = {}
    for i, j in pairs:
        mate[i], mate[j] = j, i
    mates.append(mate)
arc_sign = np.array([(-1)**sum(i % 2 == 0 for i, j in pairs)
                     for pairs in diagrams])


def loop_count(first, second):
    remaining, loops = set(range(1, N + 1)), 0
    while remaining:
        start = place = min(remaining)
        loops += 1
        while True:
            other = first[place]
            remaining -= {place, other}
            place = second[other]
            if place == start:
                break
    return loops


loop_overlap = np.array([[arc_sign[a] * arc_sign[b]
                          * 2.0**(loop_count(mates[a], mates[b]) - N // 2)
                          for b in range(5)] for a in range(5)])
overlap = rumer_vec.T @ rumer_vec
assert np.allclose(loop_overlap, overlap, atol=TOL)
assert np.allclose(np.linalg.cholesky(overlap).T, rumer, atol=TOL)

# Reconnection of arcs by singlet projectors on the ring.
reconnected = np.zeros((5, 5))
for col, pairs in enumerate(diagrams):
    for i, j in bonds:
        if mates[col][i] == j:
            reconnected[col, col] += 1
        else:
            a, b = mates[col][i], mates[col][j]
            kept = [x for x in pairs if not set(x) & {i, j}]
            new = sorted(kept + [(min(i, j), max(i, j)),
                                 (min(a, b), max(a, b))])
            reconnected[diagrams.index(new), col] += 0.5
projector_sum = sum((np.eye(5) - swap[b]) / 2 for b in bonds)
in_rumer = np.linalg.solve(rumer, projector_sum @ rumer)
in_rumer = arc_sign[:, None] * in_rumer * arc_sign[None, :]
assert np.allclose(in_rumer, reconnected, atol=TOL)

energies, states = np.linalg.eigh(ring)
ground = states[:, 0] * np.sign(states[0, 0])
ground_serber = serber.T @ ground
ground_rumer = np.linalg.solve(rumer, ground)
weights = ground_rumer * (overlap @ ground_rumer)
ring_bonds = {tuple(sorted(b)) for b in bonds}
kekule = [n for n, x in enumerate(diagrams) if set(x) <= ring_bonds]
dewar = [n for n in range(5) if n not in kekule]
oriented = arc_sign * ground_rumer
ratio = oriented[dewar[0]] / oriented[kekule[0]]
assert len(kekule) == 2 and len(dewar) == 3
assert abs(full_levels[0] + 1 + sqrt(13) / 2) < TOL
assert abs(ratio - (sqrt(13) - 1) / 6) < TOL
assert np.ptp(weights[kekule]) < TOL and np.ptp(weights[dewar]) < TOL
assert abs(weights.sum() - 1) < TOL


def row_text(values):
    return " ".join(f"{x:9.5f}" for x in np.round(values, 5) + 0.0)


print("Matrix entries, coefficients, weights: pure numbers; energies: J")
print("N =", N, " dimensions for S=0,1,2,3:",
      *[len(saved[t][0]) for t in (0, 2, 4, 6)])
for n, p in enumerate(paths):
    name = "".join("U" if x == 1 else "D" for x in p)
    arcs = "".join(f"({i}{j})" for i, j in diagrams[n])
    spins = [0 if p[k:k + 2] == (1, -1) else 1 for k in (0, 2, 4)]
    print(f"S=0 no.{n + 1} path {name} Rumer {arcs} Serber pair spins", *spins)
for k in range(1, N):
    m = adjacent[k]
    off = [f"({a + 1},{b + 1})={m[a, b]:.5f}" for a in range(5)
           for b in range(a + 1, 5) if abs(m[a, b]) > TOL]
    print(f"P{k}{k + 1} diag", row_text(np.diag(m)), "off", *(off or ["none"]))
for label, matrix in (("P16 Kotani", swap[1, 6]),
                      ("C Rumer->Kotani", rumer),
                      ("C^-1 Kotani->Rumer", np.linalg.inv(rumer)),
                      ("T Serber->Kotani", serber),
                      ("T^T C Rumer->Serber", serber.T @ rumer),
                      ("Rumer overlap", overlap)):
    for n, values in enumerate(matrix):
        print(f"{label} row {n + 1}:", row_text(values))
print("Ring lowest energies for S=0,1,2,3 (J):", row_text(lowest))
print(f"Ring ground energy, 64-state diagonalization (J): {full_levels[0]:.6f}")
print("Ground state, Kotani coefficients:", row_text(ground))
print("Ground state, Serber coefficients:", row_text(ground_serber))
print("Ground state, Rumer coefficients:", row_text(ground_rumer))
print("Chirgwin-Coulson weights:", row_text(weights))
print(f"Dewar/Kekule coefficient ratio, odd-to-even arcs: {ratio:.6f}")
print(f"Total weights: Kekule {weights[kekule].sum():.5f},"
      f" Dewar {weights[dewar].sum():.5f}")
print(f"Largest errors, all S: exchanges {error_exchange:.0e},"
      f" Rumer {error_rumer:.0e}, Serber {error_serber:.0e}")
print("no test failed")
```

Running it gives:

```
Matrix entries, coefficients, weights: pure numbers; energies: J
N = 6  dimensions for S=0,1,2,3: 5 9 5 1
S=0 no.1 path UDUDUD Rumer (12)(34)(56) Serber pair spins 0 0 0
S=0 no.2 path UDUUDD Rumer (12)(36)(45) Serber pair spins 0 1 1
S=0 no.3 path UUDDUD Rumer (14)(23)(56) Serber pair spins 1 1 0
S=0 no.4 path UUDUDD Rumer (16)(23)(45) Serber pair spins 1 1 1
S=0 no.5 path UUUDDD Rumer (16)(25)(34) Serber pair spins 1 0 1
P12 diag  -1.00000  -1.00000   1.00000   1.00000   1.00000 off none
P23 diag   0.50000   0.50000  -0.50000  -0.50000   1.00000 off (1,3)=0.86603 (2,4)=0.86603
P34 diag  -1.00000   1.00000   1.00000   0.33333  -0.33333 off (4,5)=0.94281
P45 diag   0.50000  -0.50000   0.50000  -0.50000   1.00000 off (1,2)=0.86603 (3,4)=0.86603
P56 diag  -1.00000   1.00000  -1.00000   1.00000   1.00000 off none
P16 Kotani row 1:   0.50000   0.00000   0.00000  -0.50000   0.70711
P16 Kotani row 2:   0.00000   0.50000  -0.50000   0.57735   0.40825
P16 Kotani row 3:   0.00000  -0.50000   0.50000   0.57735   0.40825
P16 Kotani row 4:  -0.50000   0.57735   0.57735  -0.16667   0.23570
P16 Kotani row 5:   0.70711   0.40825   0.40825   0.23570  -0.33333
C Rumer->Kotani row 1:   1.00000  -0.50000  -0.50000   0.25000  -0.50000
C Rumer->Kotani row 2:   0.00000   0.86603   0.00000  -0.43301   0.00000
C Rumer->Kotani row 3:   0.00000   0.00000   0.86603  -0.43301   0.00000
C Rumer->Kotani row 4:   0.00000   0.00000   0.00000   0.75000  -0.50000
C Rumer->Kotani row 5:   0.00000   0.00000   0.00000   0.00000   0.70711
C^-1 Kotani->Rumer row 1:   1.00000   0.57735   0.57735   0.33333   0.94281
C^-1 Kotani->Rumer row 2:   0.00000   1.15470   0.00000   0.66667   0.47140
C^-1 Kotani->Rumer row 3:   0.00000   0.00000   1.15470   0.66667   0.47140
C^-1 Kotani->Rumer row 4:   0.00000   0.00000   0.00000   1.33333   0.94281
C^-1 Kotani->Rumer row 5:   0.00000   0.00000   0.00000   0.00000   1.41421
T Serber->Kotani row 1:   1.00000   0.00000   0.00000   0.00000   0.00000
T Serber->Kotani row 2:   0.00000   1.00000   0.00000   0.00000   0.00000
T Serber->Kotani row 3:   0.00000   0.00000   1.00000   0.00000   0.00000
T Serber->Kotani row 4:   0.00000   0.00000   0.00000   0.81650  -0.57735
T Serber->Kotani row 5:   0.00000   0.00000   0.00000   0.57735   0.81650
T^T C Rumer->Serber row 1:   1.00000  -0.50000  -0.50000   0.25000  -0.50000
T^T C Rumer->Serber row 2:   0.00000   0.86603   0.00000  -0.43301   0.00000
T^T C Rumer->Serber row 3:   0.00000   0.00000   0.86603  -0.43301   0.00000
T^T C Rumer->Serber row 4:   0.00000   0.00000   0.00000   0.61237   0.00000
T^T C Rumer->Serber row 5:   0.00000   0.00000   0.00000  -0.43301   0.86603
Rumer overlap row 1:   1.00000  -0.50000  -0.50000   0.25000  -0.50000
Rumer overlap row 2:  -0.50000   1.00000   0.25000  -0.50000   0.25000
Rumer overlap row 3:  -0.50000   0.25000   1.00000  -0.50000   0.25000
Rumer overlap row 4:   0.25000  -0.50000  -0.50000   1.00000  -0.50000
Rumer overlap row 5:  -0.50000   0.25000   0.25000  -0.50000   1.00000
Ring lowest energies for S=0,1,2,3 (J):  -2.80278  -2.11803  -0.50000   1.50000
Ring ground energy, 64-state diagonalization (J): -2.802776
Ground state, Kotani coefficients:   0.77922  -0.33158  -0.33158   0.39635  -0.12584
Ground state, Serber coefficients:   0.77922  -0.33158  -0.33158   0.25096  -0.33158
Ground state, Rumer coefficients:   0.40982  -0.17797  -0.17797   0.40982  -0.17797
Chirgwin-Coulson weights:   0.31934   0.12044   0.12044   0.31934   0.12044
Dewar/Kekule coefficient ratio, odd-to-even arcs: 0.434259
Total weights: Kekule 0.63868, Dewar 0.36132
Largest errors, all S: exchanges 5e-15, Rumer 2e-14, Serber 2e-14
no test failed
```
